# Thermal Tunnelling Through a Parabolic Barrier and Its Crossover Temperature

In a hydrogen plasma, an atom can take another hydrogen atom from a molecule by crossing an energy barrier, and hydrogen is light enough for tunnelling to matter. Near its top a smooth barrier is a parabola,

\[
V(x)=V_0-\tfrac12 m\omega^2x^2 ,
\]

where \(m\) is the mass for motion along \(x\), and \(\omega\) measures the curvature at the top. The reactants come from the left in thermal equilibrium at temperature \(T\), motion along \(x\) is separable from all other motion, and products do not return. Write \(\beta=1/(k_BT)\), \(u=\beta\hbar\omega\) and \(\varepsilon=(E-V_0)/(\hbar\omega)\).

## (a) The thermal factor as an integral

**Question.** Let \(P(E)\) be the transmission probability at energy \(E\), and let \(\kappa\) be the quantum thermal flux across the barrier divided by the classical one. Express \(\kappa\) through \(P\).

**Solution.** States with momentum in \(dp\) have density \(dp/(2\pi\hbar)\) per unit length and move at speed \(p/m\). Since \((p/m)\,dp=dE\), their incident flux, weighted by the Boltzmann factor, is \(e^{-\beta E}dE/h\). The common normalization cancels in the ratio. Classically \(P\) is 0 below \(V_0\) and 1 above it, so the classical flux is

\[
\frac1h\int_{V_0}^{\infty}e^{-\beta E}dE=\frac{k_BT}{h}e^{-\beta V_0}.
\]

Dividing the quantum flux by this and using \(dE=\hbar\omega\,d\varepsilon\) gives

\[
\kappa=\beta\int P\,e^{-\beta(E-V_0)}dE=u\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .
\]

The lower limit \(-\infty\) belongs to the parabola, which has no floor. Part (e) restores the floor.

## (b) Transmission at fixed energy

**Question.** Solve the Schrödinger equation for a wave that is purely outgoing on the right, and find \(P(\varepsilon)\).

**Solution.** With \(x=q\sqrt{\hbar/(m\omega)}\), both the kinetic and the parabolic term acquire the factor \(\hbar\omega/2\), and

\[
\psi''+(q^2+2\varepsilon)\psi=0 .
\]

Put \(\psi=e^{iq^2/2}f\). Then \(\psi''=e^{iq^2/2}(f''+2iqf'+if-q^2f)\), so

\[
f''+2iqf'+(i+2\varepsilon)f=0 .
\]

Try \(f=\int_0^\infty g(s)e^{-cqs}ds\) with \(c=e^{-i\pi/4}\), hence \(c^2=-i\). Two derivatives bring down \(c^2s^2=-is^2\). In the middle term, \(-cqs\,e^{-cqs}=s\,\partial_s e^{-cqs}\), and integration by parts turns \(2iqf'\) into \(-2i\int(sg)'e^{-cqs}ds\). The equation holds if

\[
-is^2g-2i(g+sg')+(i+2\varepsilon)g=0
\quad\Longrightarrow\quad
\frac{g'}{g}=-\frac s2-\frac{\tfrac12+i\varepsilon}{s},
\]

so \(g=s^{-1/2-i\varepsilon}e^{-s^2/4}\). The boundary term is proportional to \(sg\,e^{-cqs}\). It vanishes as \(s^{1/2}\) at zero and through the Gaussian at infinity.

*Right side.* For \(q\to+\infty\) only \(s\sim1/q\) contributes, and the Gaussian can be replaced by 1:

\[
f\to\Gamma(\tfrac12-i\varepsilon)\,(cq)^{-1/2+i\varepsilon}.
\]

Since \(c^{i\varepsilon}=e^{\pi\varepsilon/4}\),

\[
|\psi|^2\to|\Gamma(\tfrac12-i\varepsilon)|^2\,e^{\pi\varepsilon/2}/q .
\]

The phase \(q^2/2\) has derivative \(q>0\), so this wave moves to the right, as required.

*Left side.* For \(q=-|q|\) the exponent in the integral is

\[
-\frac{s^2}{4}+c|q|s=-\frac{(s-s_0)^2}{4}-iq^2,\qquad s_0=2c|q| .
\]

The point \(s_0\) lies below the real axis. The integrand is analytic in the lower half-plane, so the path from 0 to \(\infty\) may be replaced by two pieces: a ray from 0 to infinity at angle \(-3\pi/4\), and a horizontal line through \(s_0\) from left to right. The connecting arcs at infinity contribute nothing, because the integrand decays there.

On the ray \(s=re^{-3\pi i/4}\), and \(c|q|s=-|q|r\). Small \(r\) dominates. The factor \((e^{-3\pi i/4})^{-i\varepsilon}=e^{-3\pi\varepsilon/4}\) gives a squared amplitude

\[
|\Gamma(\tfrac12-i\varepsilon)|^2\,e^{-3\pi\varepsilon/2}/|q| .
\]

Its phase is \(q^2/2\), with derivative \(q<0\). It is the reflected wave.

On the line, \(s^{-1/2-i\varepsilon}\) may be taken at \(s_0\), and the Gaussian integral is \(2\sqrt\pi\). The phase becomes \(q^2/2-q^2=-q^2/2\), with derivative \(|q|>0\). This is the incident wave. With \(|c^{-i\varepsilon}|^2=e^{-\pi\varepsilon/2}\), its squared amplitude is

\[
\frac{4\pi}{2|q|}e^{-\pi\varepsilon/2}=\frac{2\pi}{|q|}e^{-\pi\varepsilon/2}.
\]

The local speed is proportional to \(|q|\) on both sides, so flux ratios are ratios of the coefficients of \(1/|q|\). The reflection formula of the gamma function gives \(|\Gamma(\tfrac12+i\varepsilon)|^2=\pi/\sin[\pi(\tfrac12+i\varepsilon)]=\pi/\cosh\pi\varepsilon\). Therefore

\[
P=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}=\frac{1}{1+e^{-2\pi\varepsilon}},
\qquad
R=\frac{e^{-\pi\varepsilon}}{2\cosh\pi\varepsilon},
\]

and \(P+R=1\). At the barrier top half the flux passes. Far below it, \(P\approx e^{-2\pi|\varepsilon|}\).

## (c) The thermal average

**Question.** Evaluate \(\kappa\), and state for which \(u\) the integral exists.

**Solution.** For \(\varepsilon\to+\infty\) the integrand falls as \(e^{-u\varepsilon}\), which needs \(u>0\). For \(\varepsilon\to-\infty\) it behaves as \(e^{(2\pi-u)\varepsilon}\), which needs \(u<2\pi\). Within \(0<u<2\pi\) let

\[
I=\int_{-\infty}^{\infty}\frac{e^{-uz}}{1+e^{-2\pi z}}\,dz .
\]

Shifting \(z\) by \(i\) leaves the denominator unchanged and multiplies the numerator by \(e^{-iu}\). A rectangle between the real axis and the line \(\mathrm{Im}\,z=1\) encloses one pole, at \(z=i/2\). There the derivative of the denominator is \(-2\pi e^{-i\pi}=2\pi\), so the residue is \(e^{-iu/2}/(2\pi)\). The vertical sides vanish at infinity, and

\[
I(1-e^{-iu})=2\pi i\,\frac{e^{-iu/2}}{2\pi}=ie^{-iu/2}.
\]

Since \(1-e^{-iu}=2ie^{-iu/2}\sin(u/2)\), we have \(I=1/[2\sin(u/2)]\), and

\[
\boxed{\;\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi\;}
\]

At high temperature \(\sin(u/2)\approx u/2-u^3/48\), so \(\kappa\approx1+u^2/24\), and the classical flux is recovered as \(u\to0\).

## (d) The end of the range

**Question.** What happens as \(u\to2\pi\), and which energies are responsible?

**Solution.** The value \(u=2\pi\) defines the crossover temperature

\[
T_c=\frac{\hbar\omega}{2\pi k_B},\qquad u=\frac{2\pi T_c}{T}.
\]

Let \(\delta=1-T_c/T\). Then \(\sin(u/2)=\sin(\pi-\pi\delta)=\sin\pi\delta\), and for small \(\delta\)

\[
\kappa=\frac{\pi(1-\delta)}{\sin\pi\delta}=\frac1\delta-1+O(\delta),
\qquad \frac1\delta=\frac{T}{T-T_c}.
\]

The factor diverges as a simple pole when \(T\) falls to \(T_c\). At \(T_c/T=0.98\), for instance, the two leading terms give 49, and numerical integration of the expression in (a) gives 49.03.

The integrand is largest where the derivative of its logarithm vanishes:

\[
-u+\frac{2\pi}{1+e^{2\pi\varepsilon}}=0
\quad\Longrightarrow\quad
E^*=V_0+k_BT_c\ln\!\left(\frac{T}{T_c}-1\right).
\]

At \(T=2T_c\) the dominant energy is the barrier top. On cooling it moves down, and at \(T_c\) it runs to \(-\infty\). The Boltzmann factor then grows downwards as fast as the transmission falls, so every deep energy interval contributes equally. Below \(T_c\) the integral does not exist. The closed expression still returns numbers there, negative ones just below \(T_c\), but they are not flux ratios.

## (e) A barrier with a floor

**Question.** Reactants have a lowest energy, \(E=0\). Does the divergence survive?

**Solution.** No. Because \(P\le1\), any barrier with a floor obeys

\[
\kappa\le\beta\int_0^\infty e^{-\beta(E-V_0)}dE=e^{\beta V_0},
\]

which is finite at every \(T>0\). The divergence is a property of the bottomless parabola.

To see the size of the effect, keep the parabolic \(P\) but cut the integral at \(\varepsilon=-v\), with \(v=V_0/(\hbar\omega)\). For \(u<2\pi\) the missing tail has the integrand \(u\,e^{(2\pi-u)\varepsilon}/(1+e^{2\pi\varepsilon})\). Replacing the denominator by 1, its leading term for \(e^{-2\pi v}\ll1\), gives

\[
\kappa_{\rm cut}\approx\frac{u/2}{\sin(u/2)}-\frac{u}{2\pi-u}\,e^{-(2\pi-u)v}.
\]

The cut integral is analytic for all \(u>0\), so this expression may be continued through \(2\pi\), where its two poles cancel, as long as \(u\) stays well below \(4\pi\), the next pole. At \(u=2\pi\) the integrand is \(-\frac{d}{d\varepsilon}\ln(1+e^{-2\pi\varepsilon})\), so

\[
\kappa_{\rm cut}(T_c)=\ln(1+e^{2\pi v})\approx\frac{V_0}{k_BT_c}.
\]

Thus \(T_c\) sets the scale of a gradual change: well above it, passage near the top dominates; well below it, tunnelling far under the top does, and the parabola is no longer a sound model of the barrier.

## (f) Hydrogen exchange in a hydrogen plasma

**Question.** Apply the result to \(\mathrm{H+H_2\to H_2+H}\) between 300 and 1000 K, and illustrate what the parabola leaves out.

**Solution.** The electronic energies come from full configuration interaction in the cc-pVDZ basis. This treats electron correlation completely within that basis, but leaves the basis error. The collinear saddle has two equal bonds of 0.0943 nm, and the barrier above separated reactants is \(V_0=0.444\) eV.

By symmetry the reaction mode moves the atoms by \((\delta,-2\delta,\delta)\). Its kinetic energy is \(\tfrac12(1+4+1)m_{\rm H}\dot\delta^2\), so with energy \(-\tfrac12|K|\delta^2\) relative to the saddle, \(\omega=\sqrt{|K|/(6m_{\rm H})}\). Finite differences of the energy give \(\hbar\omega=0.1828\) eV (1474 cm\(^{-1}\)). Hence \(v=0.4444/0.1828=2.431\), and

\[
k_BT_c=\frac{0.1828\ \text{eV}}{2\pi}=0.0291\ \text{eV},\qquad T_c=338\ \text{K}.
\]

At 500 K, \(u=4.242\), and \(\kappa=2.121/\sin(2.121)=2.49\). The floor removes \((4.242/2.041)\,e^{-2.041\times2.431}=0.015\).

A real barrier also flattens away from its top. To illustrate the effect, the wave equation was integrated numerically for \(V_0/\cosh^2(x/a)\), with \(a\) chosen to give the same top curvature, and the transmission was averaged thermally. This shape is not fitted to the \(\mathrm{H+H_2}\) path away from the top, so it shows how flattening can act, not how large the effect is in the real reaction. The three values of \(\kappa\) are:

| \(T\) (K) | parabola | with floor | \(1/\cosh^2\) |
|---|---|---|---|
| 300 | none | 51.7 | 12.6 |
| 400 | 5.63 | 5.13 | 3.75 |
| 500 | 2.49 | 2.47 | 2.29 |
| 700 | 1.52 | 1.52 | 1.53 |
| 1000 | 1.22 | 1.22 | 1.24 |

Relative to the flattened barrier, the parabola is 9% high at 500 K and 50% high at 400 K. At 700 and 1000 K it is low by 1% and 2%, so the flattened shape does not reduce \(\kappa\) at every temperature. At \(T_c\) itself the cut parabola gives 15.3 and the flattened barrier 6.8; both are finite.

The result is also sensitive to the frequency. The energies were repeated with the s and p functions of cc-pVTZ, at the same geometries, and \(\omega\) was rescaled by the square root of the ratio of the energy drops for the same small displacement. The barrier hardly moves, to 0.448 eV, but \(\hbar\omega\) rises to 0.219 eV and \(T_c\) to 404 K. At 500 K the parabolic factor becomes 4.49 instead of 2.49. A 20% rise in frequency thus raises the parabolic \(\kappa\) by 80%, because its pole is near.

Most of this rise comes from using the larger basis away from its own saddle. The saddle of the larger basis has shorter bonds, about 0.0930 nm, and the curvature changes quickly with bond length. At that saddle \(\hbar\omega\) is about 0.19 eV, \(T_c\) about 350 K, and the parabolic factor at 500 K about 2.7. A barrier frequency should therefore be taken at the saddle of the same energy surface. Neither basis is converged, so these values carry no firm error bound. The agreement of the two barriers does not show convergence either, since neither basis has d functions. Accurate surfaces in the literature put the barrier near 0.42 eV, about 0.03 eV lower, which would raise \(e^{-V_0/k_BT}\) at 500 K by a factor of almost 2.

Zero-point energy changes the barrier by half the difference between the saddle's quanta (0.257 eV for the symmetric stretch, 0.114 eV for each of two bends) and the 0.543 eV quantum of H\(_2\), in the harmonic approximation:

\[
\tfrac12(0.257+2\times0.114-0.543)\ \text{eV}=-0.029\ \text{eV}.
\]

With \(\omega\) held fixed, this moves the flattened-barrier factor at 500 K only from 2.29 to 2.28. It does, however, multiply the classical factor \(e^{-V_0/k_BT}\) by \(e^{0.029/0.043}\approx2\). Tunnelling that cuts the corner of the curved reaction path, changes of the other modes along the path, and anharmonicity are not included.

The range from 300 to 1000 K spans both sides of the crossover found here. What a hydrogen plasma can break is the assumption of one temperature, since electron impact can produce fast atoms. In this one-dimensional model at 500 K, the reacting fraction of the thermal incident flux is \(\kappa e^{-V_0/k_BT}\approx2.5\times3.3\times10^{-5}\approx8\times10^{-5}\). The zero-point shift raises this to about \(1.6\times10^{-4}\), so only the order of magnitude is meaningful. An atom with 1 eV of energy along the path has \(\varepsilon\approx3\) and crosses almost surely. Within this model, a fraction near \(10^{-4}\) of the incident flux with such energy along the path would therefore add a rate comparable to the thermal one, and \(\kappa\) does not describe that part. In a real plasma the direction of impact, recrossing of the barrier at such energies and the energy lost in other collisions also matter.

All numerical values are calculated from the stated model.
